# Hartree Saddle Point and RPA Rings from a Density Auxiliary Field: verification in Python

```python
"""
Result under test: for N fermion flavours on two sites with
  H - mu*Nhat = sum h_ij c+_if c_jf + (1/2N) sum V_ij :n_i n_j:
the auxiliary-field action has its static saddle at the Hartree density nbar
(per flavour), and Gaussian fluctuations about it give
  Omega = N*omega_H + Omega_x + Omega_c + O(1/N),
  omega_H = omega_0[h + V nbar] - nbar.V.nbar/2,
  Omega_x = -(1/2) sum V_ij rho_ij^2                       (Fock exchange),
  Omega_c = (1/2 beta) sum_m tr[ln(1 + V Pi) - V Pi]       (RPA rings, n >= 2).
Pi(i nu) is the density correlation function of one flavour in the Hartree
field, rho its density matrix, beta the inverse temperature.
Energies are in hartree; h contains -mu.
"""
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm
from scipy.special import logsumexp

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
beta = 10.0
h = np.array([[-0.4, -0.1], [-0.1, -0.2]])
V = np.array([[0.4, 0.2], [0.2, 0.3]])
V_inv = np.linalg.inv(V)
assert np.all(np.linalg.eigvalsh(V) > 0)


def free_state(one_body):
    """Orbital energies, orbitals, occupations and density matrix."""
    e, u = np.linalg.eigh(one_body)
    f = 1.0 / (1.0 + np.exp(beta * e))
    return e, u, f, (u * f) @ u.T


def solve_hartree(one_body, start):
    density = np.array(start, dtype=float)
    for _ in range(2000):
        new = np.diag(free_state(one_body + np.diag(V @ density))[3])
        change = np.max(np.abs(new - density))
        density = 0.5 * density + 0.5 * new
        if change < 1e-14:
            break
    assert change < 1e-12
    return density


# Hartree solution, reached from very different starting densities
nbar = solve_hartree(h, [0.5, 0.5])
for start in ([0, 0], [1, 1], [1, 0], [0, 1]):
    assert np.allclose(solve_hartree(h, start), nbar, atol=1e-11)
w = V @ nbar
h_mean = h + np.diag(w)
e, u, f, rho = free_state(h_mean)
omega_free = -np.sum(np.log1p(np.exp(-beta * e))) / beta
double_count = -0.5 * nbar @ V @ nbar
omega_H = omega_free + double_count


def bubble(nu):
    """Density correlation function of one flavour at Matsubara frequency nu."""
    result = np.zeros((2, 2))
    for a in range(2):
        for b in range(2):
            pair = u[:, a] * u[:, b]
            if a == b:
                factor = beta * f[a] * (1 - f[a]) if nu == 0 else 0.0
            else:
                d = e[b] - e[a]
                factor = (f[a] - f[b]) * d / (d * d + nu * nu)
            result += factor * np.outer(pair, pair)
    return result


# Auxiliary-field action per flavour, field x measured from the static shift
def action(x, reference):
    slices = len(x)
    dt = beta / slices
    step = expm(-dt * (h + np.diag(V @ reference)))
    product = np.eye(2, dtype=complex)
    for field in x:
        product = (step * np.exp(-1j * dt * field)) @ product
    gauss = 0.5 * dt * np.einsum("ki,ij,kj->", x, V_inv, x)
    linear = -1j * dt * np.sum(x @ reference)
    return gauss + linear - np.log(np.linalg.det(np.eye(2) + product))


# Gradient at one time slice: zero only for the Hartree density
def slice_gradient(reference, site, slices=20, eps=1e-4):
    x = np.zeros((slices, 2))
    x[7, site] = eps
    diff = action(x, reference) - action(-x, reference)
    return diff / (2 * eps) / (beta / slices)


wrong = nbar + np.array([0.05, -0.08])
n_wrong = np.diag(free_state(h + np.diag(V @ wrong))[3])
for site in range(2):
    assert abs(slice_gradient(nbar, site)) < 1e-8
    g = slice_gradient(wrong, site)
    assert abs(g - 1j * (n_wrong - wrong)[site]) < 1e-6
    assert abs(g) > 1e-2

# Curvature of the action along Matsubara modes against the bubble
direction = np.array([1.0, 0.3])
slices, eps = 200, 1e-3
times = np.arange(slices) * beta / slices
for m in range(4):
    nu = 2 * np.pi * m / beta
    x = eps * np.outer(np.cos(nu * times), direction)
    second = (action(x, nbar) + action(-x, nbar)
              - 2 * action(0 * x, nbar)) / eps**2
    norm = beta if m == 0 else beta / 2
    measured = second.real / norm - direction @ V_inv @ direction
    expected = direction @ bubble(nu) @ direction
    # error from the time step, of relative size (nu*dt)^2/12
    assert abs(measured - expected) < 3e-3 * expected

# On the shifted contour the determinant is largest in modulus at x = 0
rng = np.random.default_rng(3)
det_zero = np.prod(1 + np.exp(-beta * e))
largest_ratio = 0.0
for _ in range(300):
    dt = beta / 20
    product = np.eye(2, dtype=complex)
    step = expm(-dt * h_mean)
    for field in rng.normal(0, rng.uniform(0.05, 1.5), (20, 2)):
        product = (step * np.exp(-1j * dt * field)) @ product
    ratio = abs(np.linalg.det(np.eye(2) + product)) / det_zero
    largest_ratio = max(largest_ratio, ratio)
assert largest_ratio <= 1 + 1e-12

# Full Fock space for two flavours; modes ordered (flavour, site)
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
sign = np.diag([1.0, -1.0])
ops = []
for mode in range(4):
    op = np.eye(1)
    for k in range(4):
        factor = sign if k < mode else lower if k == mode else np.eye(2)
        op = np.kron(op, factor)
    ops.append(op)


def fock_one_body(matrix):
    return sum(matrix[i, j] * ops[2 * s + i].T @ ops[2 * s + j]
               for s in range(2) for i in range(2) for j in range(2))


number = [fock_one_body(np.diag(row)) for row in np.eye(2)]
self_term = np.diag(np.diag(V)) / 4.0      # V_ii / (2N) with N = 2
H_fock = fock_one_body(h - self_term) + sum(
    V[i, j] * number[i] @ number[j] for i in range(2) for j in range(2)) / 4
omega_fock = -logsumexp(-beta * np.linalg.eigvalsh(H_fock)) / beta

# Field integral with two time slices: quadrature against the Fock trace
dt = beta / 2
deviation = np.array([np.diag(number[i]) - 2 * nbar[i] for i in range(2)])
pair_weight = np.exp(-dt / 4 * np.einsum("is,ij,js->s", deviation, V, deviation))
slice_fock = expm(-dt * fock_one_body(h_mean - self_term)) * pair_weight
trace_fock = np.trace(slice_fock @ slice_fock)
z, wt = np.polynomial.hermite.hermgauss(18)
grid = np.array([[a, b] for a in z for b in z])
weights = np.array([a * b for a in wt for b in wt]) / np.pi
fields = np.sqrt(2) * grid @ np.linalg.cholesky(V / (2 * dt)).T
one_slice = expm(-dt * (h_mean - self_term))[None] \
    * np.exp(-1j * dt * fields)[:, None, :]
weights = weights * np.exp(2j * dt * fields @ nbar)
prod = np.einsum("aij,bjk->abik", one_slice, one_slice)
dets = (1 + prod[..., 0, 0]) * (1 + prod[..., 1, 1]) \
    - prod[..., 0, 1] * prod[..., 1, 0]
trace_field = np.einsum("a,b,ab->", weights, weights, dets**2)
assert abs(trace_field / trace_fock - 1) < 1e-8

# Ring sums over Matsubara frequencies
root_V = np.linalg.cholesky(V)
m_max = 20000
gap = e[1] - e[0]
pair = u[:, 0] * u[:, 1]
strength = 2 * gap * (f[0] - f[1]) * (pair @ V @ pair)
eig_static = np.linalg.eigvalsh(root_V.T @ bubble(0.0) @ root_V)
eig_dynamic = np.array([np.linalg.eigvalsh(
    root_V.T @ bubble(2 * np.pi * m / beta) @ root_V)
    for m in range(1, m_max + 1)])


def frequency_sum(function):
    """(1/2 beta) times the sum of function over all eigenvalues of V Pi."""
    return (np.sum(function(eig_static))
            + 2 * np.sum(function(eig_dynamic))) / (2 * beta)


self_energy = 0.5 * np.diag(V) @ nbar
omega_x = -0.5 * np.sum(V * rho**2)
first_ring = self_energy + omega_x
# truncated 1/nu^2 tail of the first ring sets this tolerance
assert abs(frequency_sum(lambda y: y) - first_ring) < 5e-6
omega_c = frequency_sum(lambda y: np.log1p(y) - y)
rings = [frequency_sum(lambda y, n=n: (-1)**(n + 1) * y**n / n)
         for n in (2, 3, 4)]

# Ring series at half coupling against the logarithm, same orbitals
radius = eig_static.max()
assert 0.5 * radius < 0.95
half_log = frequency_sum(lambda y: np.log1p(y / 2) - y / 2)
half_series = sum(frequency_sum(lambda y, n=n: (-1)**(n + 1) * (y / 2)**n / n)
                  for n in range(2, 201))
assert abs(half_log - half_series) < 1e-7

# Closed form of the whole Gaussian term for two sites
collective = math.sqrt(gap**2 + strength)
closed = math.log(math.sinh(beta * collective / 2)
                  / math.sinh(beta * gap / 2)) / beta
static_det = np.linalg.det(np.eye(2) + V @ bubble(0.0))
closed += math.log(static_det / (1 + strength / gap**2)) / (2 * beta)
assert abs(closed - (first_ring + omega_c)) < 1e-8

# Static RPA response against the derivative of the Hartree density
rpa_response = -np.linalg.solve(np.eye(2) + bubble(0.0) @ V, bubble(0.0))
for j in range(2):
    shift = np.zeros((2, 2))
    shift[j, j] = 1e-4
    slope = (solve_hartree(h + shift, nbar)
             - solve_hartree(h - shift, nbar)) / 2e-4
    assert np.allclose(slope, rpa_response[:, j], atol=1e-6)


def exact_omega(N):
    """Exact grand potential from pseudospin blocks of N flavours."""
    logs = []
    for total in range(2 * N + 1):
        top = min(total, 2 * N - total)
        for twice_j in range(total % 2, top + 1, 2):
            count = 0
            for active in range(twice_j, top + 1, 2):
                k = (active - twice_j) // 2
                spins = math.comb(active, k)
                if k > 0:
                    spins -= math.comb(active, k - 1)
                count += (math.comb(N, active) * spins
                          * math.comb(N - active, (total - active) // 2))
            j = twice_j / 2
            mz = np.arange(twice_j + 1) - j
            n1, n2 = total / 2 + mz, total / 2 - mz
            diagonal = h[0, 0] * n1 + h[1, 1] * n2 + (
                V[0, 0] * n1 * (n1 - 1) + V[1, 1] * n2 * (n2 - 1)
                + 2 * V[0, 1] * n1 * n2) / (2 * N)
            hop = h[0, 1] * np.sqrt(j * (j + 1) - mz[:-1] * (mz[:-1] + 1))
            block = np.diag(diagonal) + np.diag(hop, 1) + np.diag(hop, -1)
            levels = np.linalg.eigvalsh(block)
            logs.append(math.log(count) + logsumexp(-beta * levels))
    return -logsumexp(logs) / beta


flavours = [2, 4, 8, 16, 32, 64]
exact = {N: exact_omega(N) for N in flavours}
assert abs(exact[2] - omega_fock) < 1e-11

# Remainder beyond Hartree, extrapolated in 1/N, against exchange plus rings
beyond = {N: exact[N] - N * omega_H for N in flavours}
limit = (beyond[16] - 6 * beyond[32] + 8 * beyond[64]) / 3
assert abs(limit - (omega_x + omega_c)) < 2e-5
assert abs(omega_c) > 1e-3
error = {N: beyond[N] - omega_x - omega_c for N in flavours}
assert abs(64 * error[64] - 32 * error[32]) \
    < 0.7 * abs(32 * error[32] - 16 * error[16])

print(f"inverse temperature beta = {beta:.1f} 1/hartree")
print(f"h11, h22, h12 = {h[0,0]:.2f}, {h[1,1]:.2f}, {h[0,1]:.2f} hartree")
print(f"V11, V22, V12 = {V[0,0]:.2f}, {V[1,1]:.2f}, {V[0,1]:.2f} hartree")
print(f"Hartree density per flavour = {nbar[0]:.6f}, {nbar[1]:.6f}")
print(f"Hartree potential = {w[0]:.6f}, {w[1]:.6f} hartree")
print(f"orbital energies = {e[0]:.6f}, {e[1]:.6f} hartree")
print(f"occupations = {f[0]:.6f}, {f[1]:.6f}")
print(f"density matrix element rho12 = {rho[0,1]:.6f}")
print(f"omega_0 in Hartree field = {omega_free:.6f} hartree")
print(f"double-counting term = {double_count:.6f} hartree")
print(f"omega_H per flavour = {omega_H:.6f} hartree")
P0 = bubble(0.0)
print(f"Pi(0) 11, 22, 12 = {P0[0,0]:.5f}, {P0[1,1]:.5f}, {P0[0,1]:.5f} 1/hartree")
print(f"eigenvalues of V Pi(0) = {eig_static[0]:.5f}, {eig_static[1]:.5f}")
print(f"largest eigenvalue of V Pi(nu_1) = {eig_dynamic[0].max():.5f}")
print(f"Hartree gap D = {gap:.6f} hartree")
print(f"collective frequency = {collective:.6f} hartree")
print(f"first ring, total = {first_ring:.6f} hartree")
print(f"self-interaction part of first ring = {self_energy:.6f} hartree")
print(f"exchange Omega_x = {omega_x:.6f} hartree")
for n, value in zip((2, 3, 4), rings):
    print(f"ring of order {n} = {value:.6f} hartree")
print(f"RPA correlation Omega_c = {omega_c:.6f} hartree"
      f" = {omega_c * HARTREE_EV:.4f} eV")
print(f"Omega_x + Omega_c = {omega_x + omega_c:.6f} hartree")
print(f"exact remainder extrapolated to infinite N = {limit:.6f} hartree")
print(f"largest |det[x]|/det[0] in 300 random fields = {largest_ratio:.4f}")
print(f"two-slice trace, field quadrature = {trace_field.real:.8f}")
print(f"two-slice trace, Fock space = {trace_fock:.8f}")
print("N, exact Omega, Hartree, +exchange, +rings, N*error (hartree)")
for N in flavours:
    base = N * omega_H
    print(f"{N:3d} {exact[N]:.6f} {base:.6f} {base + omega_x:.6f}"
          f" {base + omega_x + omega_c:.6f} {N * error[N]:.6f}")
print(f"exact Omega for N = 2: {exact[2] * HARTREE_EV:.4f} eV")
print(f"Gaussian result for N = 2: "
      f"{(2 * omega_H + omega_x + omega_c) * HARTREE_EV:.4f} eV")
print("every check passed")
```

Running it gives:

```
inverse temperature beta = 10.0 1/hartree
h11, h22, h12 = -0.40, -0.20, -0.10 hartree
V11, V22, V12 = 0.40, 0.30, 0.20 hartree
Hartree density per flavour = 0.642073, 0.392157
Hartree potential = 0.335261, 0.246062 hartree
orbital energies = -0.123659, 0.104982 hartree
occupations = 0.774971, 0.259260
density matrix element rho12 = 0.225554
omega_0 in Hartree field = -0.179163 hartree
double-counting term = -0.155878 hartree
omega_H per flavour = -0.335041 hartree
Pi(0) 11, 22, 12 = 1.95137, 2.03692, -0.16197 1/hartree
eigenvalues of V Pi(0) = 0.31094, 1.01590
largest eigenvalue of V Pi(nu_1) = 0.03027
Hartree gap D = 0.228641 hartree
collective frequency = 0.256535 hartree
first ring, total = 0.071544 hartree
self-interaction part of first ring = 0.187238 hartree
exchange Omega_x = -0.115695 hartree
ring of order 2 = -0.028269 hartree
ring of order 3 = 0.017976 hartree
ring of order 4 = -0.013431 hartree
RPA correlation Omega_c = -0.017801 hartree = -0.4844 eV
Omega_x + Omega_c = -0.133496 hartree
exact remainder extrapolated to infinite N = -0.133496 hartree
largest |det[x]|/det[0] in 300 random fields = 0.9991
two-slice trace, field quadrature = 156.93078217
two-slice trace, Fock space = 156.93078217
N, exact Omega, Hartree, +exchange, +rings, N*error (hartree)
  2 -0.817094 -0.670083 -0.785777 -0.803578 -0.027031
  4 -1.480236 -1.340166 -1.455860 -1.473661 -0.026301
  8 -2.817065 -2.680331 -2.796026 -2.813827 -0.025904
 16 -5.495764 -5.360662 -5.476357 -5.494158 -0.025706
 32 -10.855620 -10.721324 -10.837019 -10.854820 -0.025608
 64 -21.576543 -21.442649 -21.558343 -21.576144 -0.025559
exact Omega for N = 2: -22.2343 eV
Gaussian result for N = 2: -21.8665 eV
every check passed
```
